# Critical thickness of a lightly strained silicon-germanium film: verification in Python

```python
"""
Critical thickness of a strained (001) film with diamond-lattice slip.

Result under test: a threading dislocation lays down misfit dislocation when
    M*strain*bx*h = K*log(alpha*h/b),
    M = 2 mu (1+nu)/(1-nu),
    K = mu b^2 (1 - nu cos(beta)^2) / (4 pi (1-nu)),
with upper root h = -L*W_{-1}(-b/(alpha L)), L = K/(M strain bx).

h: film thickness; b: Burgers length; bx: its in-plane edge part;
beta: angle between Burgers vector and line; mu, nu: shear modulus and
Poisson ratio; alpha: core parameter. Lengths in angstrom, energies in eV.
The independent road cancels surface tractions by point loads, integrates
the resulting force on the dislocation, and finds the energy balance by
root search. Elasticity is isotropic and uniform.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import lambertw

# Round model parameters
a = 5.4
mu = 0.4
nu = 0.25
misfit_slope = 0.04
ge_fraction = 0.1
alpha = np.e
strain = misfit_slope * ge_fraction

# Slip geometry in cubic axes
line = np.array([1.0, 1.0, 0.0]) / np.sqrt(2)
across = np.array([1.0, -1.0, 0.0]) / np.sqrt(2)
glide_normal = np.array([1.0, -1.0, -1.0]) / np.sqrt(3)
burgers = 0.5 * a * np.array([1.0, 0.0, 1.0])
b = np.linalg.norm(burgers)
bx, bz, bs = burgers @ across, burgers[2], burgers @ line
cos_beta = bs / b
assert abs(burgers @ glide_normal) < 1e-12
assert abs(line @ glide_normal) < 1e-12
assert np.allclose([bx / b, bz / b, bs / b], [0.5, np.sqrt(0.5), 0.5])

# Derived formulas
M = 2 * mu * (1 + nu) / (1 - nu)
K = mu * b**2 * (1 - nu * cos_beta**2) / (4 * np.pi * (1 - nu))


def length_scale(eps):
    return K / (M * eps * bx)


def thickness_formula(eps, core, branch=-1):
    scale = length_scale(eps)
    return -scale * lambertw(-b / (core * scale), branch).real


# Misfit stress from Hooke's law with a stress-free surface
def hooke(tensor):
    lame = 2 * mu * nu / (1 - 2 * nu)
    return lame * np.trace(tensor) * np.eye(3) + 2 * mu * tensor


def film_stress(eps):
    def normal_stress(ez):
        return hooke(np.diag([-eps, -eps, ez]))[2, 2]
    s0, s1 = normal_stress(0.0), normal_stress(1.0)
    return hooke(np.diag([-eps, -eps, -s0 / (s1 - s0)]))


assert np.isclose(film_stress(strain)[0, 0], -M * strain, rtol=1e-10)


# Force along the misfit line on a bowed threader in its glide plane
def driving_force(h, eps, bow=0.3):
    t = np.linspace(0.0, 1.0, 201)
    steep = np.cross(line, glide_normal)
    steep = steep / steep[2]
    path = h * (np.outer(t, steep)
                + bow * np.outer(np.sin(2.5 * t) * t, line))
    assert np.max(np.abs(path @ glide_normal)) < 1e-9 * max(h, 1.0)
    segments = np.diff(path, axis=0)
    force = np.cross(film_stress(eps) @ burgers, segments).sum(axis=0)
    return abs(force @ line)


for bow in (0.0, 0.3, 2.0):
    assert np.isclose(driving_force(200.0, strain, bow),
                      M * strain * bx * 200.0, rtol=1e-9)


# Edge dislocation stress in units of mu*b/(2 pi (1-nu)): xx, yy, xy
def edge_shape(x, y):
    r4 = (x**2 + y**2)**2
    return (-y * (3 * x**2 + y**2) / r4,
            y * (x**2 - y**2) / r4,
            x * (x**2 - y**2) / r4)


# Check the edge field from displacements with unit Burgers circuit
X, Y = sp.symbols("X Y", real=True)
P, Q = sp.symbols("P Q", real=True)
n_s = sp.Rational(1, 4)
R2 = X**2 + Y**2
ux = (sp.atan2(Y, X) + X * Y / (2 * (1 - n_s) * R2)) / (2 * sp.pi)
uy = -((1 - 2 * n_s) * sp.log(R2) + (X**2 - Y**2) / R2) \
    / (8 * sp.pi * (1 - n_s))
exx, eyy = sp.diff(ux, X), sp.diff(uy, Y)
shear = sp.diff(ux, Y) + sp.diff(uy, X)
lam = 2 * n_s / (1 - 2 * n_s)
from_displacement = (lam * (exx + eyy) + 2 * exx,
                     lam * (exx + eyy) + 2 * eyy, shear)
pref = 1 / (2 * sp.pi * (1 - n_s))
for got, shape in zip(from_displacement, edge_shape(X, Y)):
    assert sp.simplify(got - pref * shape) == 0
fxx, fyy, fxy = edge_shape(X, Y)
assert sp.simplify(sp.diff(fxx, X) + sp.diff(fxy, Y)) == 0
assert sp.simplify(sp.diff(fxy, X) + sp.diff(fyy, Y)) == 0
angles = np.arange(400) * 2 * np.pi / 400
cx, cy = np.cos(angles), np.sin(angles)
for u, jump in ((ux, 1.0), (uy, 0.0)):
    gx = sp.lambdify((X, Y), sp.diff(u, X), "numpy")(cx, cy)
    gy = sp.lambdify((X, Y), sp.diff(u, Y), "numpy")(cx, cy)
    assert abs(np.mean(-gx * cy + gy * cx) * 2 * np.pi - jump) < 1e-9

# Check the half-plane point-load field: balance, compatibility, resultant
load = -2 * (P * X + Q * Y) / (sp.pi * R2**2)
pxx, pyy, pxy = load * X**2, load * Y**2, load * X * Y
assert sp.simplify(sp.diff(pxx, X) + sp.diff(pxy, Y)) == 0
assert sp.simplify(sp.diff(pxy, X) + sp.diff(pyy, Y)) == 0
trace = pxx + pyy
assert sp.simplify(sp.diff(trace, X, 2) + sp.diff(trace, Y, 2)) == 0
th = sp.symbols("th", real=True)
on_arc = {X: sp.cos(th), Y: sp.sin(th)}
for row, applied in (((pxx, pxy), P), ((pxy, pyy), Q)):
    pull = sp.simplify((row[0] * X + row[1] * Y).subs(on_arc))
    total = sp.integrate(sp.expand(pull), (th, 0, sp.pi))
    assert sp.simplify(total + applied) == 0


# Infinite-body stress; second coordinate is depth measured from the line
def bulk_stress(vec, x, y):
    v_in, v_norm, v_screw = vec
    edge = mu / (2 * np.pi * (1 - nu))
    p = edge_shape(x, y)
    q = edge_shape(y, -x)  # same field turned by a right angle
    sxx = edge * (v_in * p[0] + v_norm * q[1])
    syy = edge * (v_in * p[1] + v_norm * q[0])
    sxy = edge * (v_in * p[2] - v_norm * q[2])
    r2 = x**2 + y**2
    sxl = -mu * v_screw * y / (2 * np.pi * r2)
    syl = mu * v_screw * x / (2 * np.pi * r2)
    return sxx, syy, sxy, sxl, syl


# Stress from the loads that free the surface, directly above/below the line
def surface_correction(vec, h, depth, n=200):
    theta = (np.arange(n) + 0.5) * np.pi / n - np.pi / 2
    s = depth * np.tan(theta)
    ds = depth / np.cos(theta)**2 * np.pi / n
    _, t_norm, t_in, _, t_line = bulk_stress(vec, s, -h)
    r2 = s**2 + depth**2
    radial = -2 * (-t_in * s + t_norm * depth) / (np.pi * r2**2)
    return np.array([np.sum(radial * s**2 * ds),
                     np.sum(-radial * s * depth * ds),
                     np.sum(t_line * s / (np.pi * r2) * ds)])


def surface_pull(vec, h):
    return surface_correction(vec, h, h) @ np.asarray(vec)


mixed = (bx, bz, bs)
for h_test in (30.0, 300.0):
    assert np.isclose(surface_pull(mixed, h_test), K / h_test, rtol=1e-8)
D_unit = mu / (2 * np.pi * (1 - nu))
corr_in = surface_correction((1, 0, 0), 50.0, 50.0)
corr_norm = surface_correction((0, 1, 0), 50.0, 50.0)
corr_screw = surface_correction((0, 0, 1), 50.0, 50.0)
assert np.allclose(corr_in, [D_unit / 100, 0, 0], atol=1e-11)
assert np.allclose(corr_norm, [0, D_unit / 100, 0], atol=1e-11)
assert np.allclose(corr_screw, [0, 0, mu / (200 * np.pi)], atol=1e-11)


# Energy as half the work on the cut from the surface to a small core
def cut_energy(h, core=0.01):
    nodes, weights = np.polynomial.legendre.leggauss(80)
    low, high = np.log(core), np.log(h)
    distance = np.exp(0.5 * (high - low) * nodes + 0.5 * (high + low))
    total = 0.0
    for t, w in zip(distance, weights):
        sxx, _, sxy, sxl, _ = bulk_stress(mixed, 0.0, -t)
        stress = np.array([sxx, sxy, sxl])
        stress = stress + surface_correction(mixed, h, h - t, 6000)
        total += 0.5 * w * t * (stress @ np.array(mixed))
    return 0.5 * (high - low) * total


cut_difference = cut_energy(300.0) - cut_energy(50.0)
log_difference = K * np.log(300.0 / 50.0)
# the finite core radius leaves a relative error of order core/h
assert np.isclose(cut_difference, log_difference, rtol=1e-3)


# Balance from numerical forces only
def line_energy(h, core):
    return quad(lambda v: np.exp(v) * surface_pull(mixed, np.exp(v)),
                np.log(b / core), np.log(h))[0]


def net_energy(h, eps=strain, core=alpha):
    return line_energy(h, core) - driving_force(h, eps)


def thickness_numeric(eps, core=alpha):
    return brentq(lambda h: net_energy(h, eps, core), 20.0, 5000.0,
                  xtol=1e-9, rtol=1e-12)


L = length_scale(strain)
hc = thickness_formula(strain, alpha)
h_small = thickness_formula(strain, alpha, 0)
assert np.isclose(hc, thickness_numeric(strain), rtol=1e-7)
assert abs(net_energy(h_small)) < 1e-7 and h_small < b
assert net_energy(0.5 * hc) > 0 > net_energy(2 * hc)
assert net_energy(L) > max(net_energy(0.95 * L), net_energy(1.05 * L))

# Existence limit: the peak of the net energy changes sign there
strain_max = alpha * K / (np.e * M * b * bx)
trial = np.geomspace(0.3 * b, 30 * b, 101)
peak_below = max(net_energy(h, 0.98 * strain_max) for h in trial)
peak_above = max(net_energy(h, 1.02 * strain_max) for h in trial)
assert peak_below > 0 > peak_above

# Sensitivities against finite differences of the numerical root
slope_strain = -1 / (1 - L / hc)
slope_core = (L / hc) / (1 - L / hc)
step = 1e-3
fd_strain = np.log(thickness_numeric(strain * np.exp(step))
                   / thickness_numeric(strain * np.exp(-step))) / (2 * step)
fd_core = np.log(thickness_numeric(strain, alpha * np.exp(step))
                 / thickness_numeric(strain, alpha * np.exp(-step)))
fd_core /= 2 * step
assert np.isclose(fd_strain, slope_strain, rtol=1e-4)
assert np.isclose(fd_core, slope_core, rtol=1e-4)

# Hand iteration
iterates = [100.0]
for _ in range(6):
    iterates.append(L * np.log(alpha * iterates[-1] / b))
assert abs(iterates[-1] / hc - 1) < 1e-3
error_ratio = (iterates[-1] - hc) / (iterates[-2] - hc)
assert np.isclose(error_ratio, L / hc, rtol=0.01)

bohr = constants.physical_constants["Bohr radius"][0] / constants.angstrom
print(f"lattice parameter a = {a:.1f} angstrom")
print(f"shear modulus mu = {mu:.1f} eV/angstrom^3")
print(f"Poisson ratio nu = {nu:.2f}")
print(f"Ge fraction x = {ge_fraction:.2f}")
print(f"misfit strain per unit x = {misfit_slope:.2f}")
print(f"misfit strain = {strain:.4f}")
print(f"core parameter alpha = {alpha:.4f}")
print(f"Burgers length b = {b:.4f} angstrom")
print(f"in-plane edge part bx = {bx:.4f} angstrom")
print(f"normal edge part bz = {bz:.4f} angstrom")
print(f"screw part bs = {bs:.4f} angstrom")
print(f"biaxial modulus M = {M:.4f} eV/angstrom^3")
print(f"misfit stress magnitude = {M * strain:.6f} eV/angstrom^3")
print(f"energy prefactor K = {K:.4f} eV/angstrom")
print(f"length scale L = {L:.3f} angstrom")
for i, value in enumerate(iterates):
    print(f"iteration {i}: h = {value:.2f} angstrom")
print(f"critical thickness, formula = {hc:.2f} angstrom")
print(f"critical thickness, numerical forces = "
      f"{thickness_numeric(strain):.2f} angstrom")
print(f"critical thickness, converted = {hc / bohr:.1f} bohr")
print(f"hc/b = {hc / b:.2f}")
print(f"L/hc = {L / hc:.4f}")
print(f"discarded small root = {h_small:.3f} angstrom")
print(f"driving force at hc = {driving_force(hc, strain):.4f} eV/angstrom")
print(f"line energy at hc = {line_energy(hc, alpha):.4f} eV/angstrom")
print(f"net energy at hc/2 = {net_energy(hc / 2):.4f} eV/angstrom")
print(f"net energy at 2 hc = {net_energy(2 * hc):.4f} eV/angstrom")
print(f"cut energy, h 50 to 300 angstrom = {cut_difference:.4f} eV/angstrom")
print(f"K log(300/50) = {log_difference:.4f} eV/angstrom")
print(f"largest strain with a root = {strain_max:.4f}")
print(f"dln(hc)/dln(strain) = {slope_strain:.4f}")
print(f"dln(hc)/dln(alpha) = {slope_core:.4f}")
for x_ge in (0.05, 0.15, 0.20):
    value = thickness_formula(misfit_slope * x_ge, alpha)
    assert np.isclose(value, thickness_numeric(misfit_slope * x_ge),
                      rtol=1e-7)
    print(f"x = {x_ge:.2f}: hc = {value:.1f} angstrom")
for core in (1.0, 4.0):
    value = thickness_formula(strain, core)
    assert np.isclose(value, thickness_numeric(strain, core), rtol=1e-7)
    print(f"alpha = {core:.1f}: hc = {value:.1f} angstrom")
print("no test failed")
```

It prints:

```
lattice parameter a = 5.4 angstrom
shear modulus mu = 0.4 eV/angstrom^3
Poisson ratio nu = 0.25
Ge fraction x = 0.10
misfit strain per unit x = 0.04
misfit strain = 0.0040
core parameter alpha = 2.7183
Burgers length b = 3.8184 angstrom
in-plane edge part bx = 1.9092 angstrom
normal edge part bz = 2.7000 angstrom
screw part bs = 1.9092 angstrom
biaxial modulus M = 1.3333 eV/angstrom^3
misfit stress magnitude = 0.005333 eV/angstrom^3
energy prefactor K = 0.5801 eV/angstrom
length scale L = 56.973 angstrom
iteration 0: h = 100.00 angstrom
iteration 1: h = 243.01 angstrom
iteration 2: h = 293.60 angstrom
iteration 3: h = 304.37 angstrom
iteration 4: h = 306.43 angstrom
iteration 5: h = 306.81 angstrom
iteration 6: h = 306.88 angstrom
critical thickness, formula = 306.90 angstrom
critical thickness, numerical forces = 306.90 angstrom
critical thickness, converted = 580.0 bohr
hc/b = 80.37
L/hc = 0.1856
discarded small root = 1.441 angstrom
driving force at hc = 3.1249 eV/angstrom
line energy at hc = 3.1249 eV/angstrom
net energy at hc/2 = 1.1604 eV/angstrom
net energy at 2 hc = -2.7228 eV/angstrom
cut energy, h 50 to 300 angstrom = 1.0395 eV/angstrom
K log(300/50) = 1.0394 eV/angstrom
largest strain with a root = 0.0597
dln(hc)/dln(strain) = -1.2280
dln(hc)/dln(alpha) = 0.2280
x = 0.05: hc = 709.2 angstrom
x = 0.15: hc = 185.5 angstrom
x = 0.20: hc = 128.7 angstrom
alpha = 1.0: hc = 234.6 angstrom
alpha = 4.0: hc = 333.7 angstrom
no test failed
```
